# Vapour pressure needed to sublime an etch product in one second: test program

```python
"""
Result under test: sublimation into vacuum at flux J needs the vapour pressure
    P = J * sqrt(2 pi m k T) / alpha     (Hertz-Knudsen equation),
about 0.001 Pa for J = 1e15 per cm2 per s, m = 100 u, T = 500 K, alpha = 1.
m: molecular mass, T: temperature, k: Boltzmann constant,
alpha: evaporation (and sticking) coefficient.
Also tested: the extra pressure needed when a purge gas or a finite pump
lets molecules return, and when a single layer runs empty.
SI units inside the program; conversions are made when printing.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp

k = const.k
u = const.atomic_mass
eV = const.e
torr = const.torr
rng = np.random.default_rng(12345)

# Chosen parameters: round values, typical only in rough size
T = 500.0
mass = 100 * u
dose = 1e15 * 1e4               # molecules per m2
duration = 1.0                  # s
flux = dose / duration
solid_density = 4e22 * 1e6      # metal atoms per m3
small_etch = 0.05e-9            # m
alpha_low = 0.1
purge_pressure = 1.0 * torr
purge_mass = 28 * u             # N2
purge_diameter = 0.37e-9
vapour_diameter = 0.60e-9
layer = 0.01                    # stagnant purge layer, m
wafer_area = np.pi * 0.15**2
pump_speed = 0.100              # m3/s
chamber_volume = 0.010          # m3
enthalpy = 1.0 * eV             # per molecule
wafer_heat_capacity = 0.1 * 1e4 # J/(m2 K)
temperature_error = 10.0        # K

# Main estimate
kT = k * T
root = np.sqrt(2 * np.pi * mass * kT)
P_floor = flux * root
mean_speed = np.sqrt(8 * kT / (np.pi * mass))
gas_density = P_floor / kT
assert abs(np.log10(P_floor / 1e-3)) < 0.1

# Striking flux from the three-dimensional Maxwell distribution
thermal_speed = np.sqrt(kT / mass)
norm = quad(lambda v: 4 * np.pi * v**2 * np.exp(-v**2 / 2), 0, 12)[0]
normal_average = dblquad(
    lambda angle, v: 2 * np.pi * v**3 * np.cos(angle) * np.sin(angle)
    * np.exp(-v**2 / 2), 0, 12, 0, np.pi / 2)[0] / norm
flux_quadrature = gas_density * thermal_speed * normal_average
assert abs(flux_quadrature / flux - 1) < 1e-6
assert abs(gas_density * mean_speed / 4 / flux_quadrature - 1) < 1e-6

# Escape from a barrierless well: flux of bound particles fast enough to leave,
# against the flux of the gas in Boltzmann equilibrium with the well
depth = enthalpy / kT
v_escape = np.sqrt(2 * depth)
escape = quad(lambda v: v * np.exp(-v**2 / 2) / np.sqrt(2 * np.pi),
              v_escape, v_escape + 8, epsabs=0, epsrel=1e-10)[0]
well_density = gas_density * np.exp(depth)
assert abs(well_density * thermal_speed * escape / flux - 1) < 1e-6

# Diffusion coefficient of the vapour in N2, hard spheres
purge_density = purge_pressure / kT
contact = (purge_diameter + vapour_diameter) / 2
reduced_mass = mass * purge_mass / (mass + purge_mass)
D = 3 / (8 * purge_density * contact**2) * np.sqrt(
    kT / (2 * np.pi * reduced_mass))

# Same coefficient from the drag on a slow drift, by quadrature
drift = 0.01
drag_average = dblquad(
    lambda c, g: g**4 * c * 2 * np.pi / (2 * np.pi)**1.5
    * np.exp(-(g**2 - 2 * g * drift * c + drift**2) / 2),
    0, 12, -1, 1)[0] / drift
friction = (purge_density * np.pi * contact**2 * reduced_mass
            * np.sqrt(kT / reduced_mass) * drag_average)
assert abs(kT / friction / D - 1) < 1e-4


def escaped_fraction(thickness, sticking, walkers=200000):
    """Random walk through a scattering layer; thickness in mean free paths.
    Returning walkers stick with the given probability or leave again."""
    z = np.zeros(walkers)
    cosine = np.sqrt(rng.random(walkers))
    escaped = 0
    while z.size:
        z = z + cosine * rng.exponential(size=z.size)
        through = z > thickness
        back = z < 0
        stuck = back & (rng.random(z.size) < sticking)
        escaped += int(through.sum())
        keep = ~(through | stuck)
        z = np.where(back, 0.0, z)[keep]
        back = back[keep]
        r = rng.random(z.size)
        cosine = np.where(back, np.sqrt(r), 2 * r - 1)
    return escaped / walkers


# Series law: P/(J root) = 1/alpha + layer*speed/(4 D), with D = speed*path/3
walk_deviation = 0.0
for thickness, sticking in ((10, 1.0), (10, 0.3), (30, 1.0)):
    walk = 1 / (sticking * escaped_fraction(thickness, sticking))
    series = 1 / sticking + 3 * thickness / 4
    walk_deviation = max(walk_deviation, abs(walk / series - 1))
# allows for sampling error and the approximate diffusion boundary condition
assert walk_deviation < 0.05

P_purge = flux * (root + kT * layer / D)

# Finite pump without purge gas: steady formula against time integration
P_chamber = flux * kT * wafer_area / pump_speed
P_pump = P_floor + P_chamber


def chamber(t, y):
    net = (P_pump - y[0]) / root
    return [(kT * wafer_area * net - pump_speed * y[0]) / chamber_volume,
            net / dose]


run = solve_ivp(chamber, (0, duration), [0.0, 0.0], method="LSODA",
                rtol=1e-10, atol=1e-13)
assert run.success
late_flux = (P_pump - run.y[0, -1]) / root
assert abs(late_flux / flux - 1) < 1e-3
removed_with_filling = run.y[1, -1]

# Single layer whose emission is proportional to the remaining coverage
P_depletion = P_floor * np.log(100)
cover = solve_ivp(lambda t, y: -y * P_depletion / (root * dose),
                  (0, duration), [1.0], rtol=1e-10, atol=1e-13)
assert abs(cover.y[0, -1] / 0.01 - 1) < 1e-5

# Mean free path in the vapour; the factor sqrt(2) checked by sampling pairs
first = rng.normal(size=(400000, 3))
second = rng.normal(size=(400000, 3))
speed_ratio = (np.linalg.norm(first - second, axis=1).mean()
               / np.linalg.norm(first, axis=1).mean())
assert abs(speed_ratio / np.sqrt(2) - 1) < 0.01


def free_path(pressure):
    return kT / (np.sqrt(2) * np.pi * vapour_diameter**2 * pressure)


# Temperature error: closed form against integrated Clausius-Clapeyron equation
T_high = T + temperature_error
vapour_factor = np.exp(enthalpy / k * (1 / T - 1 / T_high))
log_factor = quad(lambda x: enthalpy / (k * x**2), T, T_high)[0]
assert abs(np.exp(log_factor) / vapour_factor - 1) < 1e-8
need_factor = np.sqrt(T_high / T)

# Cooling of the wafer by the heat of sublimation
heat = dose * enthalpy
cooling = heat / wafer_heat_capacity
P_small = small_etch * solid_density / duration * root

print("MAIN ESTIMATE")
print(f"temperature: {T:.0f} K")
print(f"molecular mass: {mass/u:.0f} u = {mass:.4e} kg")
print(f"flux: {flux/1e4:.1e} per cm2 s = {flux:.1e} per m2 s")
print(f"kT: {kT:.4e} J")
print(f"sqrt(2 pi m k T): {root:.4e} kg m/s")
print(f"required vapour pressure: {P_floor:.3e} Pa = {P_floor/torr:.3e} Torr")
print(f"mean speed: {mean_speed:.1f} m/s")
print(f"equilibrium gas density: {gas_density/1e6:.3e} per cm3")
print(f"flux by quadrature: {flux_quadrature/1e4:.4e} per cm2 s")
print("THICKNESS")
print(f"solid density: {solid_density/1e6:.1e} metal atoms per cm3")
print(f"thickness removed: {dose/solid_density*1e9:.3f} nm")
print(f"pressure for {small_etch*1e9:.2f} nm in 1 s: {P_small/torr:.2e} Torr")
print("LOW EVAPORATION COEFFICIENT AND DEPLETION")
print(f"alpha {alpha_low:.1f}: pressure {P_floor/alpha_low/torr:.2e} Torr")
print(f"99 % of one layer: pressure {P_depletion/torr:.2e} Torr")
print(f"99 % of one layer: factor over floor {P_depletion/P_floor:.2f}")
print("N2 PURGE")
print(f"purge pressure: {purge_pressure/torr:.1f} Torr")
print(f"stagnant layer: {layer*100:.1f} cm")
print(f"N2 mass: {purge_mass/u:.0f} u")
print(f"N2 diameter: {purge_diameter*1e9:.2f} nm")
print(f"vapour molecule diameter: {vapour_diameter*1e9:.2f} nm")
print(f"purge gas density: {purge_density/1e6:.3e} per cm3")
print(f"reduced mass: {reduced_mass/u:.2f} u")
print(f"diffusion coefficient: {D*1e4:.1f} cm2/s")
print(f"required vapour pressure: {P_purge/torr:.2e} Torr")
print(f"factor over floor: {P_purge/P_floor:.1f}")
print(f"largest random-walk deviation: {100*walk_deviation:.1f} %")
print("FINITE PUMP, NO PURGE")
print(f"wafer area: {wafer_area*1e4:.1f} cm2")
print(f"pump speed: {pump_speed*1e3:.0f} litre/s")
print(f"chamber volume: {chamber_volume*1e3:.0f} litre")
print(f"product pressure in chamber: {P_chamber/torr:.2e} Torr")
print(f"required vapour pressure: {P_pump/torr:.2e} Torr")
print(f"factor over floor: {P_pump/P_floor:.1f}")
print(f"removed in 1 s from empty start: {removed_with_filling:.3f} of dose")
print("VAPOUR COLLISIONS")
print(f"free path at floor pressure: {free_path(P_floor)*100:.0f} cm")
print(f"free path at chamber pressure: {free_path(P_chamber)*100:.1f} cm")
print("TEMPERATURE AND HEAT")
print(f"sublimation enthalpy: {enthalpy/eV:.1f} eV per molecule")
print(f"temperature error: {temperature_error:.0f} K")
print(f"available vapour pressure changes by factor {vapour_factor:.3f}")
print(f"required vapour pressure changes by factor {need_factor:.4f}")
print(f"heat taken: {heat/1e4*1e3:.3f} mJ/cm2")
print(f"wafer heat capacity: {wafer_heat_capacity/1e4:.2f} J/(cm2 K)")
print(f"wafer cooling: {cooling*1e3:.2f} mK")
print("done: every assertion held")
```

Printed output:

```
MAIN ESTIMATE
temperature: 500 K
molecular mass: 100 u = 1.6605e-25 kg
flux: 1.0e+15 per cm2 s = 1.0e+19 per m2 s
kT: 6.9032e-21 J
sqrt(2 pi m k T): 8.4867e-23 kg m/s
required vapour pressure: 8.487e-04 Pa = 6.366e-06 Torr
mean speed: 325.4 m/s
equilibrium gas density: 1.229e+11 per cm3
flux by quadrature: 1.0000e+15 per cm2 s
THICKNESS
solid density: 4.0e+22 metal atoms per cm3
thickness removed: 0.250 nm
pressure for 0.05 nm in 1 s: 1.27e-06 Torr
LOW EVAPORATION COEFFICIENT AND DEPLETION
alpha 0.1: pressure 6.37e-05 Torr
99 % of one layer: pressure 2.93e-05 Torr
99 % of one layer: factor over floor 4.61
N2 PURGE
purge pressure: 1.0 Torr
stagnant layer: 1.0 cm
N2 mass: 28 u
N2 diameter: 0.37 nm
vapour molecule diameter: 0.60 nm
purge gas density: 1.931e+16 per cm3
reduced mass: 21.87 u
diffusion coefficient: 143.6 cm2/s
required vapour pressure: 3.67e-04 Torr
factor over floor: 57.7
largest random-walk deviation: 0.8 %
FINITE PUMP, NO PURGE
wafer area: 706.9 cm2
pump speed: 100 litre/s
chamber volume: 10 litre
product pressure in chamber: 3.66e-04 Torr
required vapour pressure: 3.72e-04 Torr
factor over floor: 58.5
removed in 1 s from empty start: 1.098 of dose
VAPOUR COLLISIONS
free path at floor pressure: 509 cm
free path at chamber pressure: 8.8 cm
TEMPERATURE AND HEAT
sublimation enthalpy: 1.0 eV per molecule
temperature error: 10 K
available vapour pressure changes by factor 1.576
required vapour pressure changes by factor 1.0100
heat taken: 0.160 mJ/cm2
wafer heat capacity: 0.10 J/(cm2 K)
wafer cooling: 1.60 mK
done: every assertion held
```
